# Spin-orbit constants of open-shell diatomics, with NO and OH: a numerical check

```python
"""Spin-orbit constants of open-shell diatomics.

Result under test: for H = sum_i a l_i.s_i and H_eff = A Lz Sz in one term,
  pi^1 (doublet Pi): A = a;  pi^3 (doublet Pi): A = -a;
  sigma pi (triplet Pi): A = a/2.
a: constant of the pi orbital; Lz, Sz: total axial orbital and spin momenta.
For NO and OH, a is computed from the Breit-Pauli operator averaged over
closed shells. Algebra is in atomic units; printed energies are in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, expm
from pyscf import gto, scf

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
EV_PER_CM = const.h * const.c * 100 / const.e
HALF_ALPHA2 = const.fine_structure**2 / 2

# ---------- many-electron matrices for a p shell: m = -1, 0 (sigma), +1 ----------
def annihilators(n):
    lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
    result = []
    for p in range(n):
        matrix = np.eye(1)
        for q in range(n):
            factor = parity if q < p else lower if q == p else np.eye(2)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result

ann = annihilators(6)

def many_body(h):
    return sum(h[p, q] * ann[p].T @ ann[q] for p in range(6) for q in range(6))

l_plus = np.zeros((3, 3))
l_plus[1, 0] = l_plus[2, 1] = np.sqrt(2)
l_ops = [(l_plus + l_plus.T) / 2, (l_plus - l_plus.T) / 2j, np.diag([-1., 0., 1.])]
s_ops = [np.array([[0, 1], [1, 0]]) / 2, np.array([[0, -1j], [1j, 0]]) / 2,
         np.diag([.5, -.5])]
a_model = 0.0160
H_so = many_body(a_model * sum(np.kron(l, s) for l, s in zip(l_ops, s_ops)))
S_tot = [many_body(np.kron(np.eye(3), s)) for s in s_ops]
S2 = sum(s @ s for s in S_tot)
Lz = many_body(np.kron(l_ops[2], np.eye(2)))
number = np.diag(many_body(np.eye(6))).real
number_sigma = np.diag(many_body(np.kron(np.diag([0., 1., 0.]), np.eye(2)))).real

def term_states(n_electrons, n_sigma, spin):
    keep = np.where((abs(number - n_electrons) < 1e-9)
                    & (abs(number_sigma - n_sigma) < 1e-9))[0]
    values, vectors = np.linalg.eigh(S2[np.ix_(keep, keep)])
    states = np.zeros((64, len(keep)), complex)
    states[keep] = vectors
    return states[:, abs(values - spin * (spin + 1)) < 1e-9]

def term_constant(states):
    H = states.conj().T @ H_so @ states
    X = states.conj().T @ Lz @ S_tot[2] @ states
    A = np.trace(H @ X).real / np.trace(X @ X).real
    assert np.allclose(H, A * X, atol=1e-12)   # operator identity in the term
    return A, np.linalg.eigvalsh(H)

A_pi1, _ = term_constant(term_states(1, 0, .5))
A_pi3, _ = term_constant(term_states(3, 0, .5))
triplet, singlet = term_states(2, 1, 1), term_states(2, 1, 0)
A_triplet, triplet_levels = term_constant(triplet)
assert np.allclose([A_pi1, A_pi3, A_triplet],
                   [a_model, -a_model, a_model / 2], atol=1e-12)
mixing = np.linalg.svd(singlet.conj().T @ H_so @ triplet, compute_uv=False)
assert np.allclose(mixing, a_model / 2, atol=1e-12)
print(f"Model a: {a_model:.4f} eV")
print(f"Model A for pi^1: {A_pi1:+.4f} eV")
print(f"Model A for pi^3: {A_pi3:+.4f} eV")
print(f"Model A for triplet sigma-pi: {A_triplet:+.4f} eV")
print("Model triplet levels, Omega = 0, 1, 2: "
      + ", ".join(f"{e + 0.0:+.4f}" for e in np.round(triplet_levels[::2], 10)) + " eV")
print(f"Model singlet-triplet coupling: {mixing[0]:.4f} eV")

# ---------- spin-orbit integrals: convention and limiting cases ----------
exponent = 1.3
probe = gto.M(atom="O 0 0 0", basis={"O": [[0, [1e6, 1.]], [1, [exponent, 1.]]]},
              verbose=0)
with probe.with_rinv_origin((0., 0., 0.)):
    nuclear_probe = probe.intor("int1e_prinvxp", comp=3)[2]
pair_probe = probe.intor("int2e_p1vxp1", comp=3)[2]
px, py = probe.search_ao_label("2px")[0], probe.search_ao_label("2py")[0]
inverse_cube = (quad(lambda r: r * np.exp(-2 * exponent * r**2), 0, 12)[0]
                / quad(lambda r: r**4 * np.exp(-2 * exponent * r**2), 0, 12)[0])
phase = np.sign(nuclear_probe[px, py])   # overall sign used by the integral library
assert abs(phase * nuclear_probe[px, py] / inverse_cube - 1) < 1e-6
# a very tight s charge acts as a point charge; its finite size limits the match
assert abs(pair_probe[px, py, 0, 0] / nuclear_probe[px, py] - 1) < 1e-3

# ---------- orbitals averaged over the two pi components ----------
def averaged_orbitals(mf, n_core, open_occ):
    """open_occ: electrons per open pi orbital, 1/2 for pi^1 and 3/2 for pi^3."""
    C, hcore = mf.mo_coeff.copy(), mf.get_hcore()
    core, shell = slice(0, n_core), slice(n_core, n_core + 2)
    virtual = slice(n_core + 2, None)
    open_factor = 0.0 if open_occ < 1 else 8 / 9   # open-open repulsion per electron
    level_shift = np.full(C.shape[1], .5)
    level_shift[core], level_shift[shell] = -.5, 0.
    for _ in range(400):
        D_core = 2 * C[:, core] @ C[:, core].T
        D_open = open_occ * C[:, shell] @ C[:, shell].T
        J, K = mf.get_jk(mf.mol, np.array([D_core, D_open]))
        G = J - K / 2
        F_core = C.T @ (hcore + G[0] + G[1]) @ C
        F_open = C.T @ (hcore + G[0] + open_factor * G[1]) @ C
        F = F_core.copy()
        F[shell, shell] = F_open[shell, shell]
        F[shell, virtual] = F_open[shell, virtual]
        F[virtual, shell] = F_open[virtual, shell]
        mixed = (2 * F_core - open_occ * F_open) / (2 - open_occ)
        F[core, shell], F[shell, core] = mixed[core, shell], mixed[shell, core]
        residual = max(abs(F[core, shell]).max(), abs(F[core, virtual]).max(),
                       abs(F[shell, virtual]).max())
        if residual < 1e-7:
            return C
        C = C @ eigh(F + np.diag(level_shift))[1]
    raise AssertionError("orbitals did not converge")

def averaged_energy(mf, C, n_core, open_occ):
    """Mean energy of the two real determinants, from their spin densities."""
    total = 0.
    core, both = list(range(n_core)), [n_core, n_core + 1]
    for k in both:
        alpha = core + ([k] if open_occ < 1 else both)
        beta = core + ([] if open_occ < 1 else [k])
        D = np.array([C[:, alpha] @ C[:, alpha].T, C[:, beta] @ C[:, beta].T])
        J, K = mf.get_jk(mf.mol, D)
        D_sum = D[0] + D[1]
        total += (np.sum(mf.get_hcore() * D_sum) + np.sum((J[0] + J[1]) * D_sum) / 2
                  - np.sum(K * D) / 2) / 2
    return total

def determinant_constant(h_nuc, g, orbitals, alpha, beta):
    """A from the full one- and two-electron operator; Lambda = 1, Sigma = 1/2."""
    Cc = orbitals.conj()
    one = Cc.T @ h_nuc @ orbitals
    two = np.einsum("ijkl,ip,jq,kr,ls->pqrs", g, Cc, orbitals, Cc, orbitals,
                    optimize=True)
    spin_orbitals = [(p, .5) for p in alpha] + [(p, -.5) for p in beta]
    total = sum(one[p, p] * s for p, s in spin_orbitals)
    for p, s in spin_orbitals:
        for q, t in spin_orbitals:
            total += two[p, p, q, q] * (s + 2 * t)
            if s == t:
                total -= two[p, q, q, p] * (s + 2 * t)
    energy = HALF_ALPHA2 * phase * 1j * total
    assert abs(energy.imag) < 1e-10
    return 2 * energy.real

def study(name, partner, distance, charge, n_core, open_occ):
    basis = {el: [sh for sh in gto.basis.load("cc-pvtz", el) if sh[0] < 3]
             for el in ("O", partner)}
    # the closed-shell ion supplies only the starting orbitals
    mol = gto.M(atom=f"{partner} 0 0 0; O 0 0 {distance}", basis=basis,
                charge=charge, unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    C = averaged_orbitals(mf, n_core, open_occ)
    # stationarity of the mean determinant energy under a general orbital rotation
    random = np.random.default_rng(4).normal(size=(C.shape[1],) * 2)
    rotation = (random - random.T) / np.linalg.norm(random - random.T)
    step = 3e-4
    slope = (averaged_energy(mf, C @ expm(step * rotation), n_core, open_occ)
             - averaged_energy(mf, C @ expm(-step * rotation), n_core, open_occ)) / (2 * step)
    assert abs(slope) < 1e-5
    x, y = C[:, n_core].copy(), C[:, n_core + 1].copy()
    ix, iy = mol.search_ao_label("O 2px")[0], mol.search_ao_label("O 2py")[0]
    if x[ix] * y[iy] - x[iy] * y[ix] < 0:   # make the pair right-handed
        y = -y
    h_nuc = np.zeros((mol.nao, mol.nao))
    for atom in range(mol.natm):
        with mol.with_rinv_origin(mol.atom_coord(atom)):
            h_nuc -= mol.atom_charge(atom) * mol.intor("int1e_prinvxp", comp=3)[2]
    g = mol.intor("int2e_p1vxp1", comp=3)[2].copy()
    n_closed = n_core if open_occ < 1 else n_core + 2
    D = 2 * C[:, :n_closed] @ C[:, :n_closed].T
    W = (h_nuc + np.einsum("ijkl,kl->ij", g, D, optimize=True)
         - 1.5 * np.einsum("ijkl,jk->il", g, D, optimize=True)
         - 1.5 * np.einsum("ijkl,li->kj", g, D, optimize=True))
    scale = -HALF_ALPHA2 * phase
    a_bare, a = scale * x @ h_nuc @ y, scale * x @ W @ y
    pi_plus, pi_minus = (x + 1j * y) / np.sqrt(2), (x - 1j * y) / np.sqrt(2)
    orbitals = np.column_stack([C[:, :n_core], pi_plus, pi_minus])
    core = list(range(n_core))
    if open_occ < 1:
        alpha, beta, sign = core + [n_core], core, 1
    else:
        alpha, beta, sign = core + [n_core, n_core + 1], core + [n_core], -1
    A = determinant_constant(h_nuc, g, orbitals, alpha, beta)
    assert abs(A - sign * a) < 1e-9   # full operator against closed-shell field
    S = mol.intor("int1e_ovlp")
    shares, populations = [], []
    for begin, end in mol.aoslice_by_atom()[:, 2:4]:
        part = slice(begin, end)
        shares.append(scale * x[part] @ W[part, part] @ y[part] * HARTREE_EV)
        # mean of x and y removes dependence on the orientation of the pair
        populations.append((x[part] @ S[part, part] @ x[part]
                            + y[part] @ S[part, part] @ y[part]) / 2)
    print(f"{name} bond length: {distance:.2f} angstrom")
    print(f"{name} a, bare nuclei: {a_bare * HARTREE_EV:.5f} eV")
    print(f"{name} a, with electrons: {a * HARTREE_EV:.5f} eV")
    print(f"{name} ratio screened/bare: {a / a_bare:.3f}")
    for label, share, population in zip((partner, "O"), shares, populations):
        print(f"{name} net pi population on {label}: {population:.3f}")
        print(f"{name} one-centre part of a on {label}: {share:.5f} eV")
    print(f"{name} two-centre part of a: {a * HARTREE_EV - sum(shares):+.5f} eV")
    print(f"{name} two-centre pi overlap population: {1 - sum(populations):+.3f}")
    return A * HARTREE_EV, shares, populations

A_NO, share_NO, pop_NO = study("NO", "N", 1.15, +1, 7, .5)
A_OH, share_OH, pop_OH = study("OH", "H", 0.97, -1, 3, 1.5)
zeta_N, zeta_O = share_NO[0] / pop_NO[0], share_NO[1] / pop_NO[1]
zeta_O_in_OH = share_OH[1] / pop_OH[1]
print(f"zeta of N in NO (part/population): {zeta_N:.5f} eV")
print(f"zeta of O in NO (part/population): {zeta_O:.5f} eV")
print(f"zeta of O in OH (part/population): {zeta_O_in_OH:.5f} eV")
assert zeta_N < zeta_O and pop_NO[0] > pop_NO[1]
assert share_OH[1] > .9 * abs(A_OH) and abs(A_NO) < abs(A_OH)

for name, A, given_cm in (("NO", A_NO, 123.), ("OH", A_OH, -139.)):
    given = given_cm * EV_PER_CM
    print(f"{name} A computed: {A:+.5f} eV = {A / EV_PER_CM:+.1f} cm^-1")
    print(f"{name} A given: {given:+.5f} eV = {given_cm:+.0f} cm^-1")
    print(f"{name} computed/given: {A / given:.3f}")
    # single configuration, finite basis and fixed geometry: approximate size only
    assert A * given > 0 and abs(A / given - 1) < .25
print("OK")
```

It prints:

```
Model a: 0.0160 eV
Model A for pi^1: +0.0160 eV
Model A for pi^3: -0.0160 eV
Model A for triplet sigma-pi: +0.0080 eV
Model triplet levels, Omega = 0, 1, 2: -0.0080, +0.0000, +0.0080 eV
Model singlet-triplet coupling: 0.0080 eV
NO bond length: 1.15 angstrom
NO a, bare nuclei: 0.02302 eV
NO a, with electrons: 0.01387 eV
NO ratio screened/bare: 0.602
NO net pi population on N: 0.929
NO one-centre part of a on N: 0.00740 eV
NO net pi population on O: 0.533
NO one-centre part of a on O: 0.00752 eV
NO two-centre part of a: -0.00105 eV
NO two-centre pi overlap population: -0.462
OH bond length: 0.97 angstrom
OH a, bare nuclei: 0.02655 eV
OH a, with electrons: 0.01694 eV
OH ratio screened/bare: 0.638
OH net pi population on H: 0.001
OH one-centre part of a on H: 0.00000 eV
OH net pi population on O: 0.965
OH one-centre part of a on O: 0.01686 eV
OH two-centre part of a: +0.00008 eV
OH two-centre pi overlap population: +0.033
zeta of N in NO (part/population): 0.00796 eV
zeta of O in NO (part/population): 0.01412 eV
zeta of O in OH (part/population): 0.01746 eV
NO A computed: +0.01387 eV = +111.9 cm^-1
NO A given: +0.01525 eV = +123 cm^-1
NO computed/given: 0.909
OH A computed: -0.01694 eV = -136.6 cm^-1
OH A given: -0.01723 eV = -139 cm^-1
OH computed/given: 0.983
OK
```
